\section*{Thermal broadening of a MoS2 Raman mode by two-phonon decay}

\section{Problem}

A layer of MoS$_2$ has an in-plane optical phonon at the zone centre with wavenumber $385\ \mathrm{cm^{-1}}$. Its restoring force is not perfectly linear, so the phonon can decay into phonons of lower frequency. Assume that it decays into two phonons of equal frequency. Let $\Gamma(T)$ be the full width at half maximum (FWHM) that this decay gives to the spectral line.

\begin{enumerate}
\item Estimate $\Gamma(300\ \mathrm{K})/\Gamma(0)$ by a scaling argument.
\item Derive the ratio from the cubic anharmonic coupling, and show that it is about 2.3.
\item Explain the difference between the two results, and find how the ratio changes when the assumptions are relaxed.
\end{enumerate}

The coupling is weak, and the final phonons are in thermal equilibrium at temperature $T$. Frequencies and coupling constants are held fixed as $T$ changes. Broadening by defects, by electrons and by the spectrometer is not part of $\Gamma$. The mode has angular frequency $\omega$, and
\begin{equation}
n(\omega)=\frac{1}{e^{\hbar\omega/k_BT}-1}
\end{equation}
is the Bose occupation.

\section{First estimate by scaling}

Let $Q$ be the displacement of the optical mode, and let $u_b$ and $u_c$ be the displacements of the two final modes. The cubic term in the potential energy is $\lambda Q u_b u_c$, with $\lambda$ a constant. It exerts a force $-\lambda u_bu_c$ on $Q$ and a force $-\lambda Qu_b$ on $u_c$. The second force changes $u_c$ by an amount proportional to $\lambda Qu_b$. Put back into the force on $Q$, this change gives a term proportional to $\lambda^2Q\,u_b^2$. The response of $u_b$ gives a similar term with $u_c^2$. The part of this force that is out of phase with $Q$ damps the mode. For final modes of equal frequency and equal mass the two terms carry the same weight (for unequal frequencies they do not), so
\begin{equation}
\Gamma\propto\langle u_b^2\rangle+\langle u_c^2\rangle .
\end{equation}

The mean square displacement of a harmonic oscillator is proportional to its mean energy. The width should therefore scale with the energy of fluctuation in the final modes. At zero temperature each final mode, of frequency $\omega/2$, has the zero-point energy $\tfrac12\hbar(\omega/2)=\hbar\omega/4$. At high temperature it has the classical energy $k_BT$. Hence
\begin{equation}
\frac{\Gamma(T)}{\Gamma(0)}\approx\frac{k_BT}{\hbar\omega/4}=\frac{4k_BT}{\hbar\omega}.
\label{eq:scaling}
\end{equation}

At 300 K the thermal energy corresponds to $208.51\ \mathrm{cm^{-1}}$, and the estimate is
\begin{equation}
\frac{4\times208.51}{385}\approx2.17 .
\end{equation}
Two points remain open. Zero-point motion was treated as if it acted like classical motion, and $k_BT$ is barely larger than the energy of a final phonon, $192.5\ \mathrm{cm^{-1}}$, so the classical energy is not yet accurate.

\section{Solution of the model}

\subsection{The coupling}

In quantum form each displacement is proportional to the sum of a lowering and a raising operator. Let $a$, $b$ and $c$ be the lowering operators of the optical mode and of the two final modes. The product $Qu_bu_c$ then contains eight terms. Two of them can conserve energy when $\omega=\omega_b+\omega_c$: the term $ab^\dagger c^\dagger$, which destroys the optical phonon and creates a pair, and its reverse $a^\dagger bc$. The others oscillate rapidly and are dropped at leading order in weak coupling.

A zone-centre phonon has zero wavevector, so the final phonons have wavevectors $\mathbf q$ and $-\mathbf q$. If they belong to the same branch, their frequencies are equal, because $\omega(\mathbf q)=\omega(-\mathbf q)$. This is the symmetric decay. With $k$ labelling the possible pairs, each counted once,
\begin{equation}
H=\hbar\omega a^\dagger a+\sum_k\hbar\left(\omega_{b,k}b_k^\dagger b_k+\omega_{c,k}c_k^\dagger c_k\right)
+g\sum_k\left(ab_k^\dagger c_k^\dagger+a^\dagger b_kc_k\right).
\end{equation}
Here $g$ is a real energy, taken equal for all pairs near resonance. The pair frequencies $\Omega_k=\omega_{b,k}+\omega_{c,k}$ are closely spaced, with spacing $\delta$.

\subsection{Decay and its reverse}

Let the optical mode hold $N$ phonons. Since $a|N\rangle=\sqrt N|N-1\rangle$ and $b^\dagger|n_b\rangle=\sqrt{n_b+1}\,|n_b+1\rangle$, the squared matrix element for decay is
\begin{equation}
g^2N(1+n_b)(1+n_c).
\end{equation}
For the reverse process, in which a pair merges into an optical phonon, it is
\begin{equation}
g^2(N+1)n_bn_c .
\end{equation}
The golden rule multiplies these by $2\pi/\hbar$ and by the number of pairs per unit energy, $1/(\hbar\delta)$. The common rate is
\begin{equation}
\gamma_0=\frac{2\pi}{\hbar}\,g^2\,\frac{1}{\hbar\delta}=\frac{2\pi g^2}{\hbar^2\delta}.
\end{equation}

The final modes are taken as independent of each other and of the optical mode, so averages of products become products of averages. From here on $n_b$ and $n_c$ are thermal means, and $N$ is the mean number in the optical mode. Decay lowers $N$ by one and the reverse process raises it by one:
\begin{align}
\frac{dN}{dt}&=-\gamma_0\left[N(1+n_b)(1+n_c)-(N+1)n_bn_c\right]\nonumber\\
&=-\gamma_0\left[N(1+n_b+n_c+n_bn_c)-Nn_bn_c-n_bn_c\right]\nonumber\\
&=-\gamma_0\left[(1+n_b+n_c)N-n_bn_c\right].
\end{align}
The terms $Nn_bn_c$ cancel. Defining
\begin{equation}
F=1+n_b+n_c,\qquad N_{\rm eq}=\frac{n_bn_c}{F},
\end{equation}
we have
\begin{equation}
\frac{dN}{dt}=-\gamma_0F\,(N-N_{\rm eq}).
\label{eq:rate}
\end{equation}
The excess phonon number decays at the rate $\gamma=\gamma_0F$.

The stationary number must be the Bose number of the optical mode. With $x_b=\hbar\omega_b/k_BT$, the definition of $n_b$ gives $1+n_b=e^{x_b}n_b$, and likewise for $c$. Therefore
\begin{equation}
F=(1+n_b)(1+n_c)-n_bn_c=n_bn_c\left(e^{x_b+x_c}-1\right).
\end{equation}
Energy conservation gives $x_b+x_c=\hbar\omega/k_BT$, so $N_{\rm eq}=n(\omega)$, as required.

\subsection{From decay rate to linewidth}

A spectral line measures the decay of the oscillation amplitude, so the relation between $\gamma$ and the width has to be derived. Let $B_k=b_kc_k$. The Heisenberg equation $i\hbar\,dX/dt=[X,H]$ gives
\begin{align}
i\frac{da}{dt}&=\omega a+\frac g\hbar\sum_kB_k,\\
i\frac{dB_k}{dt}&=\Omega_kB_k+\frac g\hbar\,[B_k,B_k^\dagger]\,a .
\end{align}
Different pairs share no phonon, so their operators commute. For one pair,
\begin{align}
[bc,b^\dagger c^\dagger]&=bb^\dagger cc^\dagger-b^\dagger b\,c^\dagger c\nonumber\\
&=(1+b^\dagger b)(1+c^\dagger c)-b^\dagger b\,c^\dagger c\nonumber\\
&=1+b^\dagger b+c^\dagger c .
\end{align}
Its thermal mean is $F$. Replacing the commutator by this mean is an approximation: it neglects correlations between the optical mode and the occupations of the final modes.

Write $\langle a\rangle=A(t)e^{-i\omega t}$ and let $\langle B_k\rangle=0$ at $t=0$. The second equation of motion has the solution
\begin{equation}
\langle B_k(t)\rangle=-\frac{igF}{\hbar}\int_0^te^{-i\Omega_k(t-s)}A(s)e^{-i\omega s}\,ds .
\end{equation}
Inserted into the first, it gives
\begin{equation}
\frac{dA}{dt}=-\frac{g^2F}{\hbar^2}\int_0^t\sum_ke^{-i(\Omega_k-\omega)(t-s)}A(s)\,ds .
\end{equation}
For closely spaced pairs in a band much wider than $\gamma$, the sum becomes an integral over $\Omega$ divided by $\delta$, which is $(2\pi/\delta)$ times a delta function of $t-s$. The delta function sits at the end of the integration range, so half of it counts:
\begin{equation}
\frac{dA}{dt}=-\frac{g^2F}{\hbar^2}\,\frac{2\pi}{\delta}\,\frac12\,A=-\frac{\gamma_0F}{2}A=-\frac\gamma2A .
\end{equation}
The amplitude decays at $\gamma/2$, and its square at $\gamma$, in agreement with Eq.~(\ref{eq:rate}). The line shape at angular frequency $\nu$ is
\begin{equation}
\mathrm{Re}\int_0^\infty e^{i(\nu-\omega)t-\gamma t/2}\,dt=\frac{\gamma/2}{(\nu-\omega)^2+(\gamma/2)^2}.
\end{equation}
It falls to half its peak at $|\nu-\omega|=\gamma/2$. The FWHM is therefore $\gamma$ in angular frequency, or $\Gamma=\gamma/(2\pi c)$ in wavenumbers. The conversion factor cancels in the ratio.

\subsection{The ratio for equal splitting}

At $T=0$ both occupations vanish and $F=1$. For $\omega_b=\omega_c=\omega/2$, with $x=\hbar\omega/(2k_BT)$,
\begin{equation}
\frac{\Gamma(T)}{\Gamma(0)}=1+2n(\omega/2)=1+\frac{2}{e^x-1}=\frac{e^x+1}{e^x-1}=\coth\frac x2=\coth\frac{\hbar\omega}{4k_BT}.
\label{eq:result}
\end{equation}
The coupling constant and the density of pairs have cancelled, so the ratio depends on $\omega$ and $T$ alone. At 300 K,
\begin{align}
x&=\frac{192.5}{208.51}=0.9232,\qquad e^x=2.5174,\\
n(\omega/2)&=\frac{1}{2.5174-1}=0.6590,\\
\frac{\Gamma(300\ \mathrm K)}{\Gamma(0)}&=1+2\times0.6590=2.318\approx2.3 .
\end{align}

Two details of the derivation affect this number. Without the reverse process the factor would be $(1+n)^2=2.752$; subtracting $n^2=0.434$ restores 2.318. The occupation must also be taken at $\omega/2$. With the full frequency one would find $1+2n(\omega)=1.375$. This is the correct ratio for 150 K, since doubling the frequency in the Bose factor is equivalent to halving the temperature.

For a sense of scale, take a round model value $\Gamma(0)=1\ \mathrm{cm^{-1}}$. The width at 300 K is then $2.32\ \mathrm{cm^{-1}}$. The lifetime $1/\gamma=1/(2\pi c\Gamma)$ falls from 5.31 ps to 2.29 ps.

\subsection{A numerical check of the width}

The last steps replaced a discrete set of pairs by an infinitely wide continuum. This can be tested by diagonalizing the linear equations for one mode coupled to 1601 equally spaced pairs, in a band of width $W=200\gamma_0$ centred on the mode. The FWHM is $1.0032\gamma_0$ at zero temperature and $2.3353\gamma_0$ at 300 K. Their ratio is 2.328, which is 0.4\% above Eq.~(\ref{eq:result}).

The finite band accounts for this excess. At a detuning $z=\nu-\omega$, the pairs shift the mode frequency by
\begin{equation}
D(z)=\frac{\gamma}{2\pi}\,\mathrm P\!\!\int_{-W/2}^{W/2}\frac{dy}{z-y}=\frac{\gamma}{2\pi}\ln\frac{W/2+z}{W/2-z}\approx\frac{2\gamma z}{\pi W},
\end{equation}
where P denotes the principal value. The half-maximum condition becomes $|z-D(z)|=\gamma/2$, so the FWHM is $\gamma/(1-2\gamma/\pi W)$. The relative excess is $2/(200\pi)=0.32\%$ at zero temperature and 2.318 times as much, 0.74\%, at 300 K. These values reproduce the two computed widths. In this check $F$ is put into the coupling by hand, at its resonance value for every pair, so the check bears on the continuum step and not on the thermal factor itself. For $\Gamma(0)=1\ \mathrm{cm^{-1}}$ the band is $200\ \mathrm{cm^{-1}}$ wide; letting $F$ vary with the pair frequency across it lowers the 300 K width from $2.335\gamma_0$ to $2.333\gamma_0$ and shifts the peak by about $0.17\ \mathrm{cm^{-1}}$.

\section{Comparison of the two results}

The estimate, 2.17, lies 6.5\% below the solution, relative to the solution. To see why, set $y=\hbar\omega/(4k_BT)$ and expand for small $y$:
\begin{align}
\coth y=\frac{\cosh y}{\sinh y}&=\frac{1+y^2/2+\dots}{y\,(1+y^2/6+\dots)}\nonumber\\
&=\frac1y\left(1+\frac{y^2}{2}-\frac{y^2}{6}+\dots\right)=\frac1y+\frac y3+\dots
\end{align}
The first term is the scaling estimate (\ref{eq:scaling}). At 300 K, $y=0.4616$, and two terms give $2.166+0.154=2.320$, within 0.1\% of the solution.

The correction has a direct meaning. Since $1+2n=(n+\tfrac12)/\tfrac12$, the ratio is the mean energy of a final mode divided by its zero-point energy. This is the scaling argument with the quantum mean energy in place of $k_BT$. Within this model, then, zero-point motion enters on the same footing as thermal motion, and the whole error of the estimate comes from the use of the classical energy.

The two results separate as the temperature falls. For $x\gg1$ the occupation is close to $e^{-x}$, so
\begin{equation}
\frac{\Gamma(T)}{\Gamma(0)}\approx1+2e^{-\hbar\omega/2k_BT}.
\end{equation}
At 77 K, $x=3.60$ and this gives 1.055, against 1.056 from the full formula. The scaling estimate gives 0.56, which would make the line narrower than at zero temperature. It fails because $k_BT$ is then less than the zero-point energy. At 500 K the estimate is 3.61 and the full formula gives 3.70, a difference of 2.5\%.

\section{When the assumptions are relaxed}

\subsection{Unequal splitting}

For other pairs of final frequencies the ratio is $1+n(\omega_b)+n(\omega_c)$ with $\omega_b+\omega_c=\omega$. In terms of $\epsilon=\hbar\omega/k_BT$ the Bose function obeys
\begin{equation}
\frac{dn}{d\epsilon}=-\frac{e^\epsilon}{(e^\epsilon-1)^2},\qquad
\frac{d^2n}{d\epsilon^2}=\frac{e^\epsilon(e^\epsilon+1)}{(e^\epsilon-1)^3}>0 .
\end{equation}
It is convex, so the mean of $n$ at two frequencies placed symmetrically about $\omega/2$ is at least $n(\omega/2)$. The equal split thus gives the smallest ratio of all two-phonon decays at a given temperature. Starting from the equal split, moving energy from one final phonon to the other raises the occupation of the softer phonon by more than it lowers that of the harder one. A split into 150 and $235\ \mathrm{cm^{-1}}$ gives 2.43, an increase of 4.8\%.

\subsection{Other anharmonic processes}

In decay into three equal phonons, the forward factor minus the reverse factor is
\begin{equation}
(1+n)^3-n^3=1+3n+3n^2,\qquad n=n(\omega/3).
\end{equation}
At 300 K this is 8.67, so the process grows much faster than two-phonon decay. If it supplied 5\% of the width at zero temperature, the ratio would become
\begin{equation}
0.95\times2.318+0.05\times8.674=2.64 .
\end{equation}

The mode can also absorb a thermal phonon $p$ and produce a phonon $r$ of higher frequency. The forward factor is $n_p(1+n_r)$ and the reverse factor is $(1+n_p)n_r$, so the net factor is $n_p-n_r$. It vanishes at zero temperature, when there is nothing to absorb. For phonons of 60 and $445\ \mathrm{cm^{-1}}$ it is 2.86 at 300 K. If its rate constant, which scales as $g^2$ times the density of pairs, is 5\% of the $\gamma_0$ of two-phonon decay, the ratio becomes $2.318+0.05\times2.865=2.46$.

The 5\% shares are illustrative choices. They show that a weak channel can matter at room temperature even when it contributes little or nothing at zero temperature.

\subsection{The real layer}

The wavenumber used here is typical of the in-plane Raman mode of MoS$_2$, while the width of $1\ \mathrm{cm^{-1}}$ is a model value. The real phonon bands decide which pairs are available, and nothing requires all of them to split the energy equally; the example above shows a shift of the ratio to 2.43. A measured line also contains broadening that the model leaves out. If a temperature-independent Lorentzian width of $1\ \mathrm{cm^{-1}}$ is added at both temperatures, the ratio of total widths falls to $(2.318+1)/(1+1)=1.66$. Laser heating by 20 K at nominal room temperature raises the anharmonic ratio to 2.45. A softening of the mode by $4\ \mathrm{cm^{-1}}$, with the coupling and density of pairs held fixed, raises it to 2.34. Of these examples, the constant background moves the number most, so it has to be separated before a measured ratio is compared with Eq.~(\ref{eq:result}).

Direct decay into an electron--hole pair across the gap is closed in the undoped layer: the phonon energy is 47.7 meV, while the optical gap of a single layer is roughly 1.8 eV, about 38 times larger. This energy argument does not cover carriers introduced by doping or by a gate, which can interact with the phonon without crossing the gap. The values behind these comparisons are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Mode wavenumber: 385.0 cm^-1
Mode energy: 47.73 meV
Wavenumber of each final phonon: 192.5 cm^-1
Temperature: 300 K
Thermal energy kB T as wavenumber: 208.51 cm^-1
x = final phonon energy / kB T: 0.9232
exp(x): 2.5174
Occupation of each final phonon: 0.6590
Linewidth ratio 300 K to zero temperature: 2.3181
Forward factor (1+n)^2, reverse process omitted: 2.7524
Reverse factor n^2: 0.4343
Wrong ratio with full frequency, 1+2n(mode): 1.3747
Master equation: relaxation rate ratio: 2.3181
Master equation: final mean phonon number: 0.1874
Bose occupation of the mode: 0.1874
Pair bath: decay rate, zero temperature / golden rule: 1.0032
Pair bath: FWHM, zero temperature / golden rule: 1.0032
Pair bath: decay rate, 300 K / golden rule at zero: 2.3357
Pair bath: FWHM, 300 K / golden rule at zero: 2.3353
Pair bath: FWHM ratio 300 K to zero: 2.3279
y = mode energy / (4 kB T): 0.4616
High-temperature estimate 1/y: 2.1663
High-temperature estimate 1/y + y/3: 2.3202
Linewidth ratio at 4 K: 1.0000
Linewidth ratio at 77 K: 1.0564
Linewidth ratio at 150 K: 1.3747
Linewidth ratio at 400 K: 3.0029
Linewidth ratio at 500 K: 3.7024
Model anharmonic width at zero temperature: 1.00 cm^-1
Anharmonic width at 300 K: 2.318 cm^-1
Lifetime at zero temperature: 5.31 ps
Lifetime at 300 K: 2.29 ps
Split with smallest ratio, first phonon: 192.5 cm^-1
Unequal split, first phonon: 150 cm^-1
Unequal split, second phonon: 235 cm^-1
Ratio for the unequal split: 2.4288
Assumed mode softening: 4.0 cm^-1
Ratio with softened mode: 2.3393
Assumed laser heating: 20 K
Ratio with laser heating: 2.4532
Assumed constant background width: 1.0 cm^-1
Ratio of total widths, widths added: 1.6590
Assumed share of three-phonon decay at zero temperature: 0.05
Thermal factor of equal three-phonon decay: 8.6742
Ratio with three-phonon share: 2.6359
Up-conversion: absorbed phonon: 60 cm^-1
Up-conversion: produced phonon: 445 cm^-1
Up-conversion: thermal factor: 2.8649
Up-conversion: assumed strength / two-phonon decay: 0.05
Ratio with up-conversion: 2.4613
Rough band gap: 1.8 eV
Band gap / phonon energy: 37.7
\end{verbatim}
